**Initial voltage division between an insulator and an ion-matrix sheath**

For an insulator of thickness d and relative permittivity κ on a planar electrode, the initial plasma share of a voltage step is f = 1 − 2δ[√(1 + δ²) − δ], with δ = d/(κ s0) and s0 the ion-matrix sheath on a bare electrode at the same voltage and ion density. For d = 5 mm, κ = 5 and s0 = 10.5 mm the program prints f = 82.68 percent and an actual sheath of 9.5475 mm. It asserts that the formula agrees with a finite-volume Poisson solution with Boltzmann electrons for this plate and for a much thicker insulator, and that the thin-insulator limit 1 − 2δ agrees with the same solver for a 0.5 mm plate. It also asserts that the sheath law in atomic units matches the SI value, and that a moving-sheet calculation reproduces the early fall of the share within 5 percent of that fall. The output shows that the division is short-lived: after a 100 ns voltage rise the share is about 79 percent without secondary electrons and 64 percent with a rough yield of two per ion. The values for a 1 µs rise are indicative, since the model has cold ions and no ion inflow from the plasma.

## Program and output

```python
"""
Result under test: an insulator (thickness d, relative permittivity kappa) on a
planar electrode faces a plasma of ion density n. Just after a negative voltage
step V0 the share of V0 across the ion-matrix sheath is
    f = 1 - 2*delta*(sqrt(1 + delta^2) - delta),  delta = d/(kappa*s0),
where s0 is the sheath on a bare electrode at the same V0 and n.
Lengths are in mm and potentials in V unless a name says otherwise.
b = d/kappa; curvature = e*n/eps0 in V/mm^2; times tau are in 1/omega_pi.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Inputs: the posed geometry and rough typical discharge values
d, kappa, s0 = 5.0, 5.0, 10.5
n_cm3 = 1.0e10
Te = 3.0                       # electron temperature, eV
secondary_yield = 2.0          # rough, electrons per ion
strength_MV_cm = 0.2           # rough breakdown strength of a mm-thick glass
ion_mass_u = 14.007 + 3 * 1.008

n_SI = n_cm3 * 1e6
ion_mass = ion_mass_u * const.atomic_mass
curvature = const.e * n_SI / const.epsilon_0 * 1e-6
V0 = curvature * s0**2 / 2
b = d / kappa
omega_pi = np.sqrt(n_SI * const.e**2 / (const.epsilon_0 * ion_mass))


def plasma_share(thickness, permittivity):
    delta = thickness / (permittivity * s0)
    return 1 - 2 * delta * (np.sqrt(1 + delta**2) - delta)


def poisson_share(thickness, permittivity, h=0.02):
    """Uniform ions, Boltzmann electrons, permittivity jump; Newton solution."""
    n_ins = int(round(thickness / h))
    n_cells = n_ins + int(round((s0 + 3.0) / h))
    eps_cell = np.ones(n_cells)
    eps_cell[:n_ins] = permittivity
    plasma_weight = np.ones(n_cells - 1)
    plasma_weight[:n_ins - 1] = 0.0
    plasma_weight[n_ins - 1] = 0.5
    left, right = eps_cell[:-1] / h**2, eps_cell[1:] / h**2
    phi = np.zeros(n_cells + 1)
    phi[0] = -V0
    for _ in range(300):
        electrons = np.exp(phi[1:-1] / Te)
        residual = (right * (phi[2:] - phi[1:-1])
                    - left * (phi[1:-1] - phi[:-2])
                    - curvature * plasma_weight * (electrons - 1))
        bands = np.zeros((3, n_cells - 1))
        bands[0, 1:] = right[:-1]
        bands[1] = -left - right - curvature * plasma_weight * electrons / Te
        bands[2, :-1] = left[1:]
        change = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += change
        if np.max(np.abs(change)) < 1e-6:
            return -phi[n_ins] / V0
    raise RuntimeError("Poisson iteration did not converge")


def moving_ion_share(tau_end, tau_rise, gamma, dx=0.02, dt=0.01, extent=60.0):
    """Cold ion sheets; electrons leave just enough sheets bare to carry V."""
    x = (np.arange(int(round(extent / dx))) + 0.5) * dx
    v = np.zeros_like(x)
    index = np.arange(len(x))
    landed = 0
    steps = int(round(tau_end / dt))
    for step in range(steps + 1):
        ramp = 1.0 if tau_rise == 0 else min(1.0, step * dt / tau_rise)
        target = ramp * s0**2 / 2              # voltage / curvature
        surface_charge = (1 + gamma) * landed * dx
        remaining = target - b * surface_charge
        cost = dx * (x[landed:] + b)
        cumulative = np.cumsum(cost)
        full = int(np.searchsorted(cumulative, remaining))
        assert full < len(cost), "ion domain too short"
        before = cumulative[full - 1] if full > 0 else 0.0
        part = max(0.0, (remaining - before) / cost[full])
        bare = full + part
        if step == steps:
            return 1 - b * (surface_charge + bare * dx) / target
        outside = np.maximum(landed + bare - index - 0.5, 0.0) * dx
        v -= outside * dt * (0.5 if step == 0 else 1.0)
        x += v * dt
        while x[landed] < 0:
            landed += 1


# Main result, from the voltage balance
s = -b + np.sqrt(b**2 + s0**2)
V_plasma = curvature * s**2 / 2
surface_field = curvature * s                  # V/mm
V_insulator = surface_field * b
f = plasma_share(d, kappa)
assert abs(V_plasma + V_insulator - V0) < 1e-8 * V0
assert abs(V_plasma / V0 - f) < 1e-12
assert 0.82 < f < 0.835

# Atomic-unit sheath law against the SI value
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
s0_atomic = np.sqrt((V0 / hartree_eV) / (2 * np.pi * n_SI * bohr**3))
assert abs(s0_atomic * bohr * 1e3 / s0 - 1) < 1e-6

# Full Poisson solution; allowed differences are of order Te/V_plasma
f_poisson = poisson_share(d, kappa)
f_thick, f_thick_poisson = plasma_share(20.0, 2.0), poisson_share(20.0, 2.0)
f_thin_poisson = poisson_share(0.5, 5.0)
delta_thin = 0.5 / (5.0 * s0)
assert abs(f_poisson - f) < 3e-4
assert abs(f_thick_poisson - f_thick) < 1e-3
assert abs(f_thin_poisson - (1 - 2 * delta_thin)) < 4 * delta_thin**2

# Ion motion: start value and early-time law (next order is about tau^2)
tau_test = 0.1
start = moving_ion_share(0.0, 0.0, 0.0, dx=0.01)
drop_sheets = start - moving_ion_share(tau_test, 0.0, 0.0, dx=0.01, dt=0.005)
drop_law = b * s**2 * tau_test**2 / (2 * s0**2 * (s + b))
assert abs(start - f) < 1e-5
assert abs(drop_sheets / drop_law - 1) < 0.05

f_one_time = moving_ion_share(1.0, 0.0, 0.0)
tau_100, tau_1000 = omega_pi * 100e-9, omega_pi * 1e-6
f_100 = moving_ion_share(tau_100, tau_100, 0.0)
f_100_sec = moving_ion_share(tau_100, tau_100, secondary_yield)
f_1000 = moving_ion_share(tau_1000, tau_1000, 0.0)
f_1000_sec = moving_ion_share(tau_1000, tau_1000, secondary_yield)
f_100_coarse = moving_ion_share(tau_100, tau_100, 0.0, dx=0.04, dt=0.02)
assert abs(f_100 - f_100_coarse) < 3e-3
assert f_1000 < f_100 < f
assert f_100_sec < f_100 and f_1000_sec < f_1000

# Charge left by the floating sheath before the pulse (ion-matrix bound)
V_float = Te / 2 * np.log(ion_mass / (2 * np.pi * const.m_e))
s_float = np.sqrt(2 * V_float / curvature)
s_precharged = -b + np.sqrt(b**2 + s0**2 + 2 * b * s_float)
f_precharged = (s_precharged / s0)**2

# Presheath: density rises linearly from exp(-1/2)*n at the surface to n at s0
low = np.exp(-0.5)


def sheath_moment(width):
    return low * width**2 / 2 + (1 - low) * width**3 / (3 * s0)


def sheath_charge(width):
    return low * width + (1 - low) * width**2 / (2 * s0)


# The total voltage is held at V0 while the density profile changes
s_pre = brentq(lambda w: sheath_moment(w) + b * sheath_charge(w) - s0**2 / 2,
               0.1, 3 * s0)
f_presheath = 2 * sheath_moment(s_pre) / s0**2

debye = np.sqrt(Te / curvature)
insulator_field_MV_cm = surface_field / kappa * 10 / 1e6
assert insulator_field_MV_cm < strength_MV_cm

print(f"Insulator thickness d = {d:.1f} mm, relative permittivity = {kappa:.1f}")
print(f"Bare ion-matrix sheath s0 = {s0:.1f} mm")
print(f"Ion density (rough typical) = {n_cm3:.1e} cm^-3")
print(f"Electron temperature (rough typical) = {Te:.1f} eV")
print(f"NH3+ ion mass = {ion_mass_u:.2f} u")
print(f"Applied voltage V0 = {V0/1e3:.3f} kV")
print(f"d/kappa = {b:.3f} mm")
print(f"delta = d/(kappa s0) = {b/s0:.5f}")
print(f"Sheath over insulator s = {s:.4f} mm = {s*1e7:.4e} angstrom")
print(f"Drop across plasma sheath = {V_plasma/1e3:.3f} kV")
print(f"Drop across insulator = {V_insulator/1e3:.3f} kV")
print(f"PLASMA SHARE f = {100*f:.2f} percent")
print(f"Insulator share = {100*(1-f):.2f} percent")
print(f"Thin-insulator estimate 1-2 delta = {100*(1-2*b/s0):.2f} percent")
print(f"Share if 10.5 mm were the actual sheath = {100*s0/(s0+2*b):.2f} percent")
print(f"Wrong parallel-plate-gap share = {100*s/(s+b):.2f} percent")
print(f"Largest ion energy in frozen initial field = {V_plasma:.0f} eV")
print(f"Poisson solution, warm electrons: share = {100*f_poisson:.3f} percent")
print(f"Test d=20 mm, kappa=2: formula = {100*f_thick:.2f} percent")
print(f"Test d=20 mm, kappa=2: Poisson = {100*f_thick_poisson:.2f} percent")
print(f"Test d=0.5 mm, kappa=5: Poisson = {100*f_thin_poisson:.2f} percent")
print(f"Electron Debye length = {debye:.3f} mm")
print(f"Floating potential before pulse = {V_float:.1f} V")
print(f"Share with floating surface charge = {100*f_precharged:.2f} percent")
print(f"Share with presheath density profile = {100*f_presheath:.2f} percent")
print(f"Ion time 1/omega_pi = {1e9/omega_pi:.1f} ns")
print(f"Early drop at tau=0.1: law = {100*drop_law:.4f} percentage points")
print(f"Early drop at tau=0.1: sheets = {100*drop_sheets:.4f} percentage points")
print(f"Share one ion time after a step = {100*f_one_time:.1f} percent")
print(f"Secondary yield (rough) = {secondary_yield:.1f} electrons per ion")
print(f"Share after 100 ns rise, no secondaries = {100*f_100:.1f} percent")
print(f"Share after 100 ns rise, secondaries = {100*f_100_sec:.1f} percent")
print(f"Share after 1 us rise, no secondaries = {100*f_1000:.0f} percent")
print(f"Share after 1 us rise, secondaries = {100*f_1000_sec:.0f} percent")
print(f"Field in insulator = {insulator_field_MV_cm:.5f} MV/cm")
print(f"Breakdown strength (rough) = {strength_MV_cm:.1f} MV/cm")
print("verified")
```

Output:

```
Insulator thickness d = 5.0 mm, relative permittivity = 5.0
Bare ion-matrix sheath s0 = 10.5 mm
Ion density (rough typical) = 1.0e+10 cm^-3
Electron temperature (rough typical) = 3.0 eV
NH3+ ion mass = 17.03 u
Applied voltage V0 = 9.975 kV
d/kappa = 1.000 mm
delta = d/(kappa s0) = 0.09524
Sheath over insulator s = 9.5475 mm = 9.5475e+07 angstrom
Drop across plasma sheath = 8.247 kV
Drop across insulator = 1.728 kV
PLASMA SHARE f = 82.68 percent
Insulator share = 17.32 percent
Thin-insulator estimate 1-2 delta = 80.95 percent
Share if 10.5 mm were the actual sheath = 84.00 percent
Wrong parallel-plate-gap share = 90.52 percent
Largest ion energy in frozen initial field = 8247 eV
Poisson solution, warm electrons: share = 82.683 percent
Test d=20 mm, kappa=2: formula = 18.37 percent
Test d=20 mm, kappa=2: Poisson = 18.39 percent
Test d=0.5 mm, kappa=5: Poisson = 98.11 percent
Electron Debye length = 0.129 mm
Floating potential before pulse = 12.8 V
Share with floating surface charge = 83.30 percent
Share with presheath density profile = 84.89 percent
Ion time 1/omega_pi = 31.2 ns
Early drop at tau=0.1: law = 0.0392 percentage points
Early drop at tau=0.1: sheets = 0.0390 percentage points
Share one ion time after a step = 80.1 percent
Secondary yield (rough) = 2.0 electrons per ion
Share after 100 ns rise, no secondaries = 79.2 percent
Share after 100 ns rise, secondaries = 63.6 percent
Share after 1 us rise, no secondaries = 67 percent
Share after 1 us rise, secondaries = 35 percent
Field in insulator = 0.00346 MV/cm
Breakdown strength (rough) = 0.2 MV/cm
verified
```
